# Graphene Landau levels, protected zero modes and half-integer Hall conductance

Electrons carry charge \(-e\), with \(e>0\). They move in the \(xy\) plane in a magnetic field of magnitude \(B\) pointing along \(-z\), so \(\partial_xA_y-\partial_yA_x=-B\), and the kinetic momentum is \(\boldsymbol\pi=\mathbf p+e\mathbf A\). The Hall conductivity is defined by \(J_x=\sigma_{xy}E_y\). In this field the drift \(\mathbf E\times\mathbf B/B^2\) gives \(\sigma_{xy}>0\) for electrons; reversing the field reverses the sign. Graphene is described by non-interacting \(\pi\) electrons with nearest-neighbour hopping \(t\) and lattice constant \(a\). Zeeman splitting, disorder and temperature are left out. An integer \(n\), of either sign, labels the Landau levels.

Take lattice vectors \(\mathbf a_{1,2}=a(\sqrt3/2,\mp1/2)\). An A site has B neighbours in its own cell and in the cells displaced by \(-\mathbf a_1\) and \(-\mathbf a_2\). The Bloch amplitude from B to A is therefore
\[
f(\mathbf k)=-t\left(1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}\right).
\]
It vanishes at the valley \(\mathbf K\) where \(\mathbf K\cdot\mathbf a_1=2\pi/3\) and \(\mathbf K\cdot\mathbf a_2=-2\pi/3\), and at \(-\mathbf K\). With \(\mathbf k=\mathbf K+\mathbf p/\hbar\), first order in \(\mathbf p\) gives
\[
f\simeq\frac{it}{\hbar}\left(e^{-2\pi i/3}\,\mathbf p\cdot\mathbf a_1+e^{2\pi i/3}\,\mathbf p\cdot\mathbf a_2\right)
=\frac{it}{\hbar}\frac{\sqrt3a}{2}(-p_x+ip_y)=-iv(p_x-ip_y),
\]
where \(v=\sqrt3\,ta/(2\hbar)\). The phase \(-i\) is absorbed into the B amplitude, leaving \(H=v\boldsymbol\sigma\cdot\mathbf p\) on the spinor (A,B). At \(-\mathbf K\) the phases are conjugated and \(f\simeq-iv(p_x+ip_y)\). Writing the spinor there as (B,A), whose upper right entry is \(f^*=iv(p_x-ip_y)\), and absorbing the phase again gives the same \(H\). Each valley and spin thus supplies one identical cone, with the sublattices exchanged between valleys.

For a field that varies slowly on the lattice scale, replace \(\mathbf p\) by \(\boldsymbol\pi\):
\[
H=v\begin{pmatrix}0&D^\dagger\\D&0\end{pmatrix},\qquad D=\pi_x+i\pi_y .
\]
The commutator is
\[
[\pi_x,\pi_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=i\hbar eB .
\]
In a uniform field define \(\hat a=D/\sqrt{2\hbar eB}\). Then \([\hat a,\hat a^\dagger]=-2i[\pi_x,\pi_y]/(2\hbar eB)=1\), so \(\hat a\) is a ladder operator and \(\hat a^\dagger\hat a\) has eigenvalues \(N=0,1,2,\dots\). Let \(\varepsilon=v\sqrt{2e\hbar B}\). For a spinor \((\phi,\chi)\) of energy \(E\),
\[
\varepsilon\hat a^\dagger\chi=E\phi,\qquad \varepsilon\hat a\phi=E\chi .
\]
If \(E\ne0\), eliminating \(\chi\) gives \(\varepsilon^2\hat a^\dagger\hat a\,\phi=E^2\phi\), so \(E=\pm\varepsilon\sqrt N\) with \(N\ge1\). If \(E=0\), then \(\hat a\phi=0\) and \(\hat a^\dagger\chi=0\). The second condition forces \(\chi=0\), because \(\hat a\hat a^\dagger\ge1\). Hence
\[
E_n=\operatorname{sgn}(n)\,v\sqrt{2e\hbar B|n|},
\]
with the states
\[
|0\rangle\!\rangle=\begin{pmatrix}|0\rangle\\0\end{pmatrix},\qquad
|N,s\rangle\!\rangle=\frac1{\sqrt2}\begin{pmatrix}|N\rangle\\s|N-1\rangle\end{pmatrix},\quad s=\pm1 .
\]
For large positive \(n\) the spacing is approximately \(\varepsilon/(2\sqrt n)=\varepsilon^2/(2E)=\hbar eB/(E/v^2)\). This is the cyclotron quantum of a particle of mass \(E/v^2\).

To count the states, and to prepare for nonuniform fields, put the system on a torus of sides \(L_x,L_y\). In the gauge \(A_y=-Bx\), a shift by \(L_x\) changes \(\pi_y\) by \(-eBL_x\), which the boundary condition must compensate:
\[
\psi(x+L_x,y)=e^{ieBL_xy/\hbar}\psi(x,y),\qquad \psi(x,y+L_y)=\psi(x,y).
\]
These are compatible if \(eBL_xL_y/h=N_\phi\) is an integer. Expand a zero mode as \(\psi=\sum_mc_m(x)e^{ik_my}\), with \(k_m=2\pi m/L_y\). With \(\ell^2=\hbar/(eB)\), the equation \(D\psi=0\) becomes
\[
c_m'=\left(k_m-\frac{x}{\ell^2}\right)c_m,\qquad
c_m=C_m\exp\left[-\frac{(x-k_m\ell^2)^2}{2\ell^2}\right].
\]
The condition in \(x\) requires \(c_m(x+L_x)=c_{m-N_\phi}(x)\). Since \(k_{m-N_\phi}\ell^2=k_m\ell^2-L_x\), the Gaussians match and \(C_m=C_{m-N_\phi}\). There are \(N_\phi\) free constants, hence \(N_\phi\) zero modes. Repeated action of \(\hat a^\dagger\) gives every level the same degeneracy, \(eB/h\) per area for each spin and valley.

Now let \(B(\mathbf r)=\bar B+\delta B(\mathbf r)\) be any smooth periodic profile with mean \(\bar B>0\) and \(N_\phi\) flux quanta. As \(\delta B\) has zero average, the equation \(\nabla^2\varphi=-\delta B\) has a smooth periodic solution. Choose the extra vector potential \(\delta\mathbf A=(-\partial_y\varphi,\partial_x\varphi)\), whose curl is \(\nabla^2\varphi=-\delta B\), as the field direction demands. With \(D_0\) the operator of the uniform field,
\[
D=D_0+e(-\partial_y\varphi+i\partial_x\varphi)=D_0+ie(\partial_x+i\partial_y)\varphi .
\]
For a function \(W\), \([D_0,W]=-i\hbar(\partial_x+i\partial_y)W\), so
\[
e^{W}D_0e^{-W}=D_0-[D_0,W]=D_0+i\hbar(\partial_x+i\partial_y)W .
\]
The two expressions agree for \(W=e\varphi/\hbar\):
\[
D=e^{W}D_0e^{-W},\qquad D^\dagger=e^{-W}D_0^\dagger e^{W}.
\]
Because \(W\) is periodic and bounded, multiplication by \(e^{\pm W}\) is invertible and preserves the boundary conditions. It maps the \(N_\phi\) zero modes of \(D_0\) one to one onto those of \(D\). Likewise \(D^\dagger\) has none, since \(D_0^\dagger\) has none. Thus
\[
\dim\ker D-\dim\ker D^\dagger=N_\phi-0=N_\phi .
\]
This is the Aharonov–Casher result on the torus. Any other vector potential for the same field differs by a gauge transformation and a constant. A constant displaces the Gaussians and inserts a phase into the recursion for \(C_m\), so the count stands. The nonzero levels of a nonuniform field on a small torus can shift with this constant; the torus examples below take it to be zero. Nothing in this argument requires \(B(\mathbf r)\) to be positive everywhere.

Whether the zero level is separated from the rest is a different question. From the commutator,
\[
D^\dagger D=\pi^2-\hbar eB,\qquad DD^\dagger=\pi^2+\hbar eB=D^\dagger D+2\hbar eB(\mathbf r),
\]
and \(H^2=v^2\,\mathrm{diag}(D^\dagger D,DD^\dagger)\). If \(D^\dagger D\phi=\lambda\phi\) with \(\lambda\neq0\), then \(D\phi\) is an eigenfunction of \(DD^\dagger\) with the same \(\lambda\), and conversely through \(D^\dagger\). The nonzero spectra coincide. If \(B(\mathbf r)\ge B_{\min}>0\), then \(D^\dagger D\ge0\) gives \(DD^\dagger\ge2\hbar eB_{\min}\), so every nonzero level obeys
\[
|E|\ge v\sqrt{2e\hbar B_{\min}} .
\]
The other Landau levels can broaden; the zero level cannot.

The protection rests on the off-diagonal form of \(H\), that is, on the chiral symmetry \(\sigma_zH\sigma_z=-H\). A scalar potential breaks it and, to first order, splits the zero modes by its matrix elements among them. A sublattice potential \(\Delta\) on A and \(-\Delta\) on B shifts them to \(+\Delta\) in one valley and \(-\Delta\) in the other, because they live on A in the first and on B in the second. Coupling between the valleys is also outside the theorem, which concerns one cone.

For the Hall conductivity, apply \(E_y\), which adds the energy \(eE_yy\). From \(v_y=(i/\hbar)[H,y]\), the matrix elements between different energies satisfy \(y^{ba}=-i\hbar v_y^{ba}/(E_b-E_a)\). Mixing within a degenerate level leaves a completely filled level unchanged, so the sums below keep only states \(b\) with \(E_b\ne E_a\). First-order perturbation theory then gives
\[
|\delta a\rangle=\sum_{b\ne a}|b\rangle\frac{eE_yy^{ba}}{E_a-E_b}
=\sum_{b\ne a}|b\rangle\frac{i\hbar eE_yv_y^{ba}}{(E_a-E_b)^2}.
\]
The velocity induced in state \(a\) is \(2\,\mathrm{Re}\langle a|v_x|\delta a\rangle\). Since \(\mathrm{Re}(iz)=-\mathrm{Im}\,z\) and the current density is \(-e\) times the summed velocity per area,
\[
\sigma_{xy}=\frac{2\hbar e^2}{\text{Area}}\sum_{a\,\text{filled}}\ \sum_{b\,\text{empty}}
\frac{\mathrm{Im}(v_x^{ab}v_y^{ba})}{(E_a-E_b)^2}.
\]
Filled \(b\) drop out because exchanging \(a\) and \(b\) reverses the sign of the imaginary part. The formula holds in linear response at zero temperature with the Fermi energy in a gap.

A particle with \(H=\pi^2/2m\) fixes the sign and provides a comparison. Here \(\pi_x=\sqrt{\hbar eB/2}\,(\hat a+\hat a^\dagger)\) and \(\pi_y=-i\sqrt{\hbar eB/2}\,(\hat a-\hat a^\dagger)\). For \(a=N\), \(b=N+1\) the imaginary part is \(\hbar eB(N+1)/(2m^2)\), and the energy difference is \(\hbar eB/m\). With \(eB/h\) states per area the contribution is \((N+1)e^2/h\). If \(n\) is the highest filled level, only \(n\to n+1\) joins a filled to an empty level, so \(\sigma_{xy}=(n+1)e^2/h\), an integer and positive.

In graphene \(v_x=v\sigma_x\) and \(v_y=v\sigma_y\). These connect \(N\) to \(N\pm1\) without changing the guiding centre. Let \(c_0=1\) and \(c_N=1/\sqrt2\) for \(N\ge1\) be the upper amplitudes. Between \(a=(N,s)\) and \(b=(N+1,s')\), the upper component of \(a\) meets the lower component of \(b\):
\[
\sigma_x^{ab}=\frac{c_Ns'}{\sqrt2},\qquad \sigma_y^{ba}=\frac{ic_Ns'}{\sqrt2},\qquad
\mathrm{Im}(\sigma_x^{ab}\sigma_y^{ba})=\frac{c_N^2}{2}.
\]
If \(a\) is filled and \(b\) empty, this pair of levels contributes
\[
2\hbar e^2\,\frac{eB}{h}\,\frac{v^2c_N^2/2}{2e\hbar Bv^2(s\sqrt N-s'\sqrt{N+1})^2}
=\frac{e^2}{h}\,\frac{c_N^2}{2(s\sqrt N-s'\sqrt{N+1})^2};
\]
if \(b\) is filled and \(a\) empty, it contributes the negative of this.

Let level \(n\ge0\) be the highest filled one, and keep all levels up to a large \(|n|\), symmetrically about zero. For each \(N>n\), the transition \((N,-)\to(N+1,+)\) gives a positive term and \((N+1,-)\to(N,+)\) an equal negative one. They cancel for any such cutoff, although either series alone would diverge logarithmically, its terms falling as \(1/(16N)\). For \(N<n\) no allowed transition ends in an empty level. Only \(N=n\) remains. For \(n=0\) the transition \(0\to(1,+)\) gives \(1/2\). For \(n\ge1\) both \((n,+)\) and \((n,-)\) can reach \((n+1,+)\). Using \((\sqrt{n+1}-\sqrt n)(\sqrt{n+1}+\sqrt n)=1\) to invert the denominators,
\[
\frac{\sigma_{xy}^{\text{cone}}}{e^2/h}
=\frac14\left[(\sqrt{n+1}+\sqrt n)^2+(\sqrt{n+1}-\sqrt n)^2\right]
=\frac14(4n+2)=n+\frac12 .
\]
For \(n<0\), the transformation \(\sigma_z\) reverses all energies and both velocities. It turns filling up to \(n\) into the case where levels up to \(-n-1\) are empty and the rest filled. Exchanging filled and empty reverses the sum, so the value is \(-(-n-1+\tfrac12)=n+\tfrac12\) again. Two spins and two valleys give
\[
\sigma_{xy}=4\left(n+\frac12\right)\frac{e^2}{h}.
\]

The symmetry of the cutoff is not essential: since transitions only join \(N\) to \(N\pm1\), cutting the positive and negative levels at different indices leaves a single unpaired term of order \(1/(16N)\), which vanishes as the cutoff grows. What the sum does assume is that the levels beyond the cutoff, where the cone description fails, add nothing. The lattice tests this for the total of all four cones through a count of electrons. Let \(B\) grow slowly in a region while the Fermi energy stays in a gap. With an isotropic Hall response \(\mathbf J=\sigma_{xy}\mathbf E\times\hat{\mathbf z}\), the outflow of charge through the boundary is \(\sigma_{xy}\oint\mathbf E\cdot d\mathbf l\). For a field along \(-z\), Faraday's law makes this \(\sigma_{xy}\,d\Phi/dt\), where \(\Phi\) is the flux of magnitude \(B\). Charge conservation for electron density \(n_e\) then gives the Streda relation
\[
\sigma_{xy}=e\,\frac{\partial n_e}{\partial B}.
\]
On the honeycomb lattice, changing the sign of all B amplitudes reverses the energy. The spectrum is therefore symmetric about zero whatever the field. Neutrality means one \(\pi\) electron per site, which is half filling, so it fills all negative levels and leaves the zero level half full. Filling through level \(n\) adds half the zero level and \(n\) further levels, so \(n_e=n_{\text{neutral}}+4(n+\tfrac12)eB/h\). Differentiation reproduces the result, with integers \(\pm2,\pm6,\pm10,\dots\) for the whole system. The count assumes that each level still holds both valleys, which is so for \(|E|\) below the van Hove energy \(t\); nearer the band edges the sequence ends, and close to the top of the band \(\sigma_{xy}\) is negative.

The same count covers nonuniform fields with \(B_{\min}>0\). The four cones together have \(4N_\phi\) zero modes, and filling them adds \(2N_\phi\) electrons to the neutral system, whatever the profile. The Streda relation, averaged over the modulation, gives \(\sigma_{xy}=2e^2/h\) in the gap above the zero level and \(-2e^2/h\) below it. Higher plateaus need their own gaps to survive the broadening. These are statements at fixed Fermi energy in a clean gap; the width of a plateau as the density varies is a separate question, in which disorder matters.

For an example take \(v=10^6\) m/s and \(B=10\) T. The first level lies at \(E_1=114.7\) meV, and the next at \(\sqrt2\,E_1=162.3\) meV and \(\sqrt3\,E_1=198.7\) meV; the successive spacings shrink from 114.7 to 47.5 and 36.5 meV. All four cones together hold \(9.67\times10^{15}\) states per m² in each level. Above the zero level \(\sigma_{xy}=2\times3.874\times10^{-5}\ \text{S}=7.748\times10^{-5}\) S, a Hall resistance of 12 906 Ω. Above level 1 the factor is 6, giving \(2.324\times10^{-4}\) S. These are values of the non-interacting model. At this field the Zeeman splitting is only 1.2 meV, but the Coulomb scale \(e^2/(4\pi\epsilon_0\epsilon_r\ell)\) is 177 meV\(/\epsilon_r\), and in clean samples interactions can lift the fourfold degeneracy and add further plateaus.

Now modulate the field on a square torus of side \(L=49.8\) nm, which holds six flux quanta, as \(B=\bar B[1+\tfrac12\cos(2\pi x/L)\cos(2\pi y/L)]\) with \(\bar B=10\) T. Diagonalizing \(D^\dagger D\) and \(DD^\dagger\) on a grid, with equally many points for both components, finds six near-zero modes in the upper component and none in the lower. Their largest offset in \((E/E_1)^2\) falls from \(3.34\times10^{-3}\) to \(8.4\times10^{-4}\) when the grid step is halved, a factor of 4.0, as expected of a second-order discretization error. The first excited value is 0.824 in one component and 0.826 in the other, a difference of 0.002, about twice the zero-mode offset on the finer grid. The energy is \(\sqrt{0.826}\times114.7\approx104\) meV, above the guaranteed \(\sqrt{0.5}\times114.7=81.1\) meV. Uniform-field zero modes multiplied by \(e^W\) span the computed ones with a smallest overlap of 0.999999, against 0.993 without the factor. A scalar potential \(V_0\cos(2\pi x/L)\cos(2\pi y/L)\), by contrast, spreads the zero level over \(0.72V_0\) to first order. On so small a torus these figures depend on the constant in the vector potential: adding \(h/(2eL)\) to both components changes \(0.72V_0\) to \(0.81V_0\) and 0.826 to 0.808, while the six zero modes remain. With the field modulation raised to 1.5, the field changes sign locally and the gap bound no longer applies; six near-zero modes remain, and in this case the next value of \((E/E_1)^2\) is 0.53.

The honeycomb lattice itself shows where the continuum description ends. For \(a=0.246\) nm, 400 and 40 cells per flux quantum correspond to about 200 T and 2000 T, against some 7900 cells at 10 T, so the cases below exaggerate the lattice corrections. With 400 cells per flux quantum the first four levels lie 0.2 to 0.9 % below the Dirac formula; extrapolated to weak field, they agree with it to within \(5\times10^{-5}\). With 40 cells per flux quantum and a 40 % cosine modulation that varies along one direction with a period of 40 cells, the first level is \(0.19t\) wide and the zero level less than \(10^{-4}t\). This small residual width is a lattice effect absent from the single-cone model. The lattice Hall conductance per spin is still \(\pm1\) in units of \(e^2/h\) on the two sides of the zero level, which with two spins gives \(\pm2e^2/h\). The numerical output lists the remaining values.

## Calculated quantities

```
Dirac velocity v = 1.00e+06 m/s
magnetic field B = 10.0 T
magnetic length sqrt(hbar/eB) = 8.113 nm
level energy E_0 = 0.00 meV
level energy E_1 = 114.74 meV
level energy E_2 = 162.26 meV
level energy E_3 = 198.73 meV
level energy E_4 = 229.47 meV
states per area, one spin and valley = 2.4180e+15 m^-2
states per area, all four = 9.6720e+15 m^-2
conductance quantum e^2/h = 3.874046e-05 S
sigma_xy above level -1 = -7.74809e-05 S
sigma_xy above level 0 = 7.74809e-05 S
sigma_xy above level 1 = 2.32443e-04 S
sigma_xy above level 2 = 3.87405e-04 S
Hall resistance h/(2e^2) = 12906.404 ohm
lattice/Dirac level ratios n=1..4, q=400: [0.99772 0.99544 0.99315 0.99085]
lattice/Dirac level ratios n=1..4, q=800: [0.99886 0.99773 0.99659 0.99544]
same ratios, extrapolated to weak field: [1.      1.00001 1.00003 1.00004]
Kubo, one cone, n=-3..3 (e^2/h): [-2.5 -1.5 -0.5  0.5  1.5  2.5  3.5]
lattice Hall per spin, n=-3..2 (e^2/h): [-5. -3. -1.  1.  3.  5.]
Streda slope per spin, n=0..2 (e^2/h): [1. 3. 5.]
lattice cells per flux quantum q = 40
lattice field modulation = 0.40
modulated lattice Hall per spin, n=-1,0 (e^2/h): [-1.  1.]
modulated lattice: full width of zero level = 7.56e-05 t
modulated lattice: full width of first level = 0.1862 t
torus: flux quanta = 6, side = 49.81 nm
torus: field modulation = 0.50
torus: zero modes found, upper component = 6
torus: zero modes, lower component = 0
largest zero-mode offset (E/E1)^2, 32 grid = 3.34e-03
largest zero-mode offset (E/E1)^2, 64 grid = 8.36e-04
ratio of these offsets = 3.995
first nonzero (E/E1)^2, upper component = 0.8237
first nonzero (E/E1)^2, lower component = 0.8256
first excited energy on torus = 104.3 meV
guaranteed gap from minimum field = 81.13 meV
smallest overlap with exp(W)-mapped modes = 0.999999
smallest overlap with unmapped modes = 0.993268
zero-level spread in scalar potential = 0.7212 V0
sign-changing field: modulation = 1.50
sign-changing field: largest zero-mode offset (E/E1)^2 = 1.99e-03
sign-changing field: first nonzero (E/E1)^2 = 0.5302
```
